# Superluminal characteristics of the minimally coupled Rarita-Schwinger equation: a numerical check

```python
# Minimally coupled Rarita-Schwinger equation (hbar = c = 1, mass m = 1, metric +---):
#   gamma^{mu nu rho} pi_nu psi_rho + m gamma^{mu rho} psi_rho = 0,  pi = i d - e A.
# Result under test: the characteristic polynomial is (n^2)^2 (n^2 + w^2)^2 with
#   w^sigma = (2e/3m^2) n_rho Fdual^{rho sigma};
# in a magnetic field, with b = 2eB/(3m^2), the speed across B is 1/sqrt(1-b^2),
# and hyperbolicity is lost for b > 1.
# Fields are given as eE and eB in units of m^2; n_mu is a covector (lower index).
# Independent road: exact Landau-level blocks of the original equation.
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as sc

mp.mp.dps = 60
rng = np.random.default_rng(7)
eta = np.diag([1.0, -1.0, -1.0, -1.0])
I2, Z2, I4 = np.eye(2), np.zeros((2, 2)), np.eye(4)
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gam = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)]
gam += [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
gamma5 = 1j * gam[0] @ gam[1] @ gam[2] @ gam[3]


def anti2(a, b):
    return gam[a] @ gam[b] if a != b else np.zeros((4, 4), complex)


def anti3(a, b, c):
    if len({a, b, c}) < 3:
        return np.zeros((4, 4), complex)
    return gam[a] @ gam[b] @ gam[c]


def big(entry):
    return np.block([[entry(mu, rho) for rho in range(4)] for mu in range(4)])


kinetic = [big(lambda mu, rho, nu=nu: anti3(mu, nu, rho)) for nu in range(4)]
mass_term = big(anti2)

levi = np.zeros((4, 4, 4, 4))
for perm in itertools.permutations(range(4)):
    levi[perm] = round(np.linalg.det(np.eye(4)[list(perm)]))


def field(E, B):
    F = np.zeros((4, 4))
    F[0, 1:] = E
    F[1, 2], F[2, 3], F[3, 1] = -B[2], -B[0], -B[1]
    return F - F.T


def constraint_K(F):
    return [-1j / 3 * sum(F[a, b] * anti3(a, b, rho)
            for a in range(4) for b in range(4)) for rho in range(4)]


def reduced_system(F):
    K = constraint_K(F)
    sym = [big(lambda mu, rho, nu=nu: gam[nu] * eta[mu, rho] - eta[mu, nu] * K[rho])
           for nu in range(4)]
    const = big(lambda mu, rho: -eta[mu, rho] * I4 - 0.5 * gam[mu] @ K[rho])
    return sym, const


# --- determinants for random fields and covectors ---
det_error16 = det_error12 = 0.0
for trial in range(12):
    F = field(rng.normal(size=3), rng.normal(size=3))
    n = rng.normal(size=4)
    K = constraint_K(F)
    dual = 0.5 * np.einsum('rsmn,mn->rs', levi, F)
    for rho in range(4):
        alt = 2 / 3 * sum(dual[rho, s] * eta[s, s] * gam[s] @ gamma5 for s in range(4))
        assert np.allclose(K[rho], alt, atol=1e-12)
    w = 2 / 3 * n @ dual
    n2, w2 = n @ eta @ n, w @ eta @ w
    naive = sum(n[v] * kinetic[v] for v in range(4))
    assert np.linalg.matrix_rank(naive, tol=1e-9) == 12
    sym, const = reduced_system(F)
    d16 = np.linalg.det(sum(n[v] * sym[v] for v in range(4)))
    formula16 = n2**6 * (n2 + w2)**2
    lam_row = np.hstack([gam[r] - K[r] for r in range(4)])
    d12 = np.linalg.det(np.vstack([lam_row, naive[4:]]))
    formula12 = 16 * n[0]**4 * n2**2 * (n2 + w2)**2
    det_error16 = max(det_error16, abs(d16 / formula16 - 1))
    det_error12 = max(det_error12, abs(d12 / formula12 - 1))
# relative rounding grows when a random covector lies near a cone
assert det_error16 < 1e-6 and det_error12 < 1e-6


# --- characteristic speeds ---
def full_speeds(F, k):
    sym, const = reduced_system(F)
    spatial = sum(k[i] * sym[i + 1] for i in range(3))
    return np.linalg.eigvals(-np.linalg.solve(sym[0], spatial))


def mode_roots(F, N, k):
    # roots x of det[(x N + k)_rho (gamma^rho - K^rho)] = 0
    K = constraint_K(F)
    lam = [gam[r] - K[r] for r in range(4)]
    return np.linalg.eigvals(-np.linalg.solve(sum(N[r] * lam[r] for r in range(4)),
                                              sum(k[r] * lam[r] for r in range(4))))


eB_sub, eB_sup, eB_crit = 0.9, 1.8, 1.5
b_sub, b_sup = 2 * eB_sub / 3, 2 * eB_sup / 3
F_sub = field([0, 0, 0], [0, 0, eB_sub])
F_sup = field([0, 0, 0], [0, 0, eB_sup])
speeds = {}
for angle in (30, 60, 90):
    t = np.radians(angle)
    speeds[angle] = max(full_speeds(F_sub, [np.sin(t), 0, np.cos(t)]).real)
    law = np.sqrt((1 - b_sub**2 * np.cos(t)**2) / (1 - b_sub**2))
    assert abs(speeds[angle] - law) < 1e-6
time_axis = np.array([1.0, 0, 0, 0])
x_dir = np.array([0, 1.0, 0, 0])
v_electric = max(mode_roots(field([0, 0, 0.9], [0, 0, 0]), time_axis, x_dir).real)
assert abs(v_electric - np.sqrt(1 + 0.6**2)) < 1e-6
v_parallel = max(mode_roots(field([0, 0, 0.9], [0, 0, 0.9]), time_axis, x_dir).real)
assert abs(v_parallel - np.sqrt((1 + 0.6**2) / (1 - 0.6**2))) < 1e-6
growth_ratio = max(mode_roots(F_sup, time_axis, x_dir).imag)
assert abs(growth_ratio - 1 / np.sqrt(b_sup**2 - 1)) < 1e-6

# supercritical magnetic field: every timelike direction meets complex roots
for trial in range(40):
    u = rng.normal(size=3)
    u *= 0.9 * rng.random() / np.linalg.norm(u)
    N = np.array([1.0, *u])
    worst = max(np.abs(mode_roots(F_sup, N, rng.normal(size=4)).imag).max()
                for _ in range(60))
    assert worst > 1e-3

# crossed fields: eB above 1.5 in this frame, but below it where E vanishes
eE_x, eB_x = 1.6, 2.0
F_cross = field([eE_x, 0, 0], [0, 0, eB_x])
drift = np.cross([eE_x, 0, 0], [0, 0, eB_x]) / eB_x**2
lorentz = 1 / np.sqrt(1 - drift @ drift)
N_drift = lorentz * np.array([1.0, *(-drift)])
eB_rest = np.sqrt(eB_x**2 - eE_x**2)
cross_lab_imag = max(mode_roots(F_cross, time_axis, x_dir).imag)
assert cross_lab_imag > 0.1
for trial in range(100):
    assert np.abs(mode_roots(F_cross, N_drift, rng.normal(size=4)).imag).max() < 1e-6
cross_speed = max(mode_roots(F_cross, N_drift, x_dir).real)
assert abs(cross_speed - 1 / np.sqrt(1 - (2 * eB_rest / 3)**2)) < 1e-6

# --- exact Landau blocks of the original equation, B along z ---
# vector basis: time, x+iy, x-iy, z; each component has a definite spin projection
U = np.array([[1, 0, 0, 0], [0, 1, 1, 0], [0, 1j, -1j, 0], [0, 0, 0, 1]], complex)
Uinv = np.array([[1, 0, 0, 0], [0, .5, -.5j, 0], [0, .5, .5j, 0], [0, 0, 0, 1]], complex)
U16, U16inv = np.kron(U, I4), np.kron(Uinv, I4)
spin = np.add.outer([0, 1, -1, 0], [0.5, -0.5, 0.5, -0.5]).ravel()
shift = [int(round(s - 0.5)) for s in spin]


def landau_block(sym, const, eB, level, pz):
    # operator = E * energy_part + rest, acting on oscillator levels level + shift
    S = [U16inv @ M @ U16 for M in sym]
    C = U16inv @ const @ U16
    down, up = S[1] - 1j * S[2], S[1] + 1j * S[2]
    for i in range(16):
        for j in range(16):
            assert abs(down[i, j]) < 1e-12 or shift[i] == shift[j] - 1
            assert abs(up[i, j]) < 1e-12 or shift[i] == shift[j] + 1
    root = [mp.sqrt(level + d) for d in shift]
    g = mp.sqrt(mp.mpf(eB) / 2)
    energy_part, rest = mp.matrix(16, 16), mp.matrix(16, 16)
    for i in range(16):
        for j in range(16):
            energy_part[i, j] = mp.mpc(complex(S[0][i, j]))
            rest[i, j] = (mp.mpc(complex(C[i, j])) + pz * mp.mpc(complex(S[3][i, j]))
                          + g * (mp.mpc(complex(down[i, j])) * root[j]
                                 + mp.mpc(complex(up[i, j])) * root[i]))
    return energy_part, rest


def energy_polynomial(eB, level, pz=0.0):
    # returns the E^8 coefficient and the energies, from determinants on a circle
    A, R = landau_block(kinetic, mass_term, eB, level, mp.mpf(pz))
    radius = 2 * mp.sqrt(2 * level * mp.mpf(eB) + mp.mpf(pz)**2 + 1)
    M = 16
    phase = [mp.expjpi(mp.mpf(2 * k) / M) for k in range(M)]
    dets = [mp.det(A * (radius * p) + R) for p in phase]
    c = [sum(dets[k] * phase[(-j * k) % M] for k in range(M)) / M for j in range(M)]
    size = max(abs(x) for x in c[:9])
    assert max(abs(x) for x in c[9:]) < mp.mpf(10)**(-25) * size
    lead = c[8] / radius**8
    if abs(c[8]) < mp.mpf(10)**(-20) * size:
        return lead, None
    roots = np.roots([complex(c[j] / c[8]) for j in range(8, -1, -1)])
    return lead, roots * float(radius)


lead_free, energies_free = energy_polynomial(0.0, 5)
lead_ratio = {}
levels = (10**2, 10**5, 10**8)
spectrum, deviation = {}, {}
for eB in (eB_sub, eB_sup):
    b2 = (2 * eB / 3)**2
    target = np.sort(np.array([1.0] * 4 + [1 / (1 - b2)] * 4))
    for level in levels:
        lead, energies = energy_polynomial(eB, level)
        lead_ratio[eB] = complex(lead / lead_free).real
        assert abs(complex(lead / lead_free) - (1 - b2)**2) < 1e-10
        spectrum[eB, level] = energies
        scaled = np.sort_complex(energies**2 / (2 * level * eB))
        deviation[eB, level] = np.abs(scaled - target).max()
    assert deviation[eB, levels[0]] > deviation[eB, levels[1]] > deviation[eB, levels[2]]
    assert deviation[eB, levels[2]] < 5e-3
for level in levels:
    e = spectrum[eB_sub, level]
    assert np.abs(e.imag).max() < 1e-6 * np.abs(e).max()
lead_crit, no_roots = energy_polynomial(eB_crit, 100)
lead_ratio[eB_crit] = complex(lead_crit / lead_free).real
assert abs(lead_ratio[eB_crit]) < 1e-20 and no_roots is None

# oblique propagation, 30 degrees from B
level = levels[2]
k_perp2 = 2 * level * eB_sub
pz = np.sqrt(3 * k_perp2)
oblique = energy_polynomial(eB_sub, level, pz)[1]
oblique_speed = np.abs(oblique.real).max() / np.sqrt(k_perp2 + pz**2)
assert abs(oblique_speed - speeds[30]) < 5e-3


# --- constraint and reduced equation on true solutions of the original equation ---
def to_numpy(M):
    return np.array([[complex(M[i, j]) for j in range(16)] for i in range(16)])


pz_test, level_test = 0.7, 5
energies = energy_polynomial(eB_sub, level_test, pz_test)[1]
A, R = map(to_numpy, landau_block(kinetic, mass_term, eB_sub, level_test, pz_test))
sym, const = reduced_system(F_sub)
A_red, R_red = map(to_numpy, landau_block(sym, const, eB_sub, level_test, pz_test))
K = constraint_K(F_sub)
gamma_row, K_row = np.hstack(gam), np.hstack(K)
constraint_error = reduced_error = trace_size = 0.0
for E in energies:
    left, sing, right = np.linalg.svd(E * A + R)
    psi = right[-1].conj()
    assert sing[-1] < 1e-7
    trace = gamma_row @ U16 @ psi
    trace_size = max(trace_size, np.linalg.norm(trace))
    constraint_error = max(constraint_error, np.linalg.norm(trace - K_row @ U16 @ psi))
    reduced_error = max(reduced_error, np.linalg.norm((E * A_red + R_red) @ psi))
assert constraint_error < 1e-6 and reduced_error < 1e-6 and trace_size > 1e-3

# determinant of the coefficient of psi_0 in the constraint
psi0_det = np.linalg.det(gam[0] - K[0]).real
assert abs(psi0_det - (1 - b_sub**2)**2) < 1e-12

B_unit = sc.m_e**2 * sc.c**2 / (sc.e * sc.hbar)
print("Natural units, m = 1; fields eE, eB in m^2, speeds in c, energies in m")
print(f"largest relative error, 16x16 determinant: {det_error16:.1e}")
print(f"largest relative error, determinant with constraint: {det_error12:.1e}")
print(f"subcritical eB = {eB_sub:.1f} m^2, b = {b_sub:.2f}")
for angle in speeds:
    print(f"speed at {angle} degrees from B: {speeds[angle]:.5f} c")
print(f"determinant of psi_0 coefficient at this field: {psi0_det:.4f}")
print(f"pure electric field eE = 0.9 m^2, transverse speed: {v_electric:.5f} c")
print(f"parallel eE = eB = 0.9 m^2, transverse speed: {v_parallel:.5f} c")
print(f"supercritical eB = {eB_sup:.1f} m^2, b = {b_sup:.2f}")
print(f"growth rate / transverse wave number: {growth_ratio:.5f} c")
for eB in (eB_sub, eB_crit, eB_sup):
    print(f"E^8 coefficient / free value at eB = {eB:.1f} m^2: {abs(lead_ratio[eB]):.4f}")
for level in levels:
    e = np.sort(spectrum[eB_sub, level].real)[-4:] / np.sqrt(2 * level * eB_sub)
    print(f"eB = 0.9, N = {level:.0e}: positive E/sqrt(2NeB) =",
          " ".join(f"{x:.5f}" for x in e))
for level in levels:
    rate = spectrum[eB_sup, level].imag.max()
    print(f"eB = 1.8, N = {level:.0e}: largest Im E = {rate:.5g} m,"
          f" ratio to sqrt(2NeB) = {rate / np.sqrt(2 * level * eB_sup):.5f}")
print(f"Landau speed at 30 degrees, N = {levels[2]:.0e}: {oblique_speed:.5f} c")
print(f"test block: N = {level_test}, |p_z| = {pz_test} m, eB = {eB_sub} m^2")
print(f"largest norm of gamma.psi, unit-norm coefficient vector: {trace_size:.4f}")
print(f"largest constraint residual: {constraint_error:.1e}")
print(f"largest reduced-equation residual: {reduced_error:.1e} m")
print(f"crossed fields eE = {eE_x} m^2, eB = {eB_x} m^2")
print(f"drift-frame speed: {np.linalg.norm(drift):.2f} c, eB there: {eB_rest:.2f} m^2")
print(f"lab-frame growth rate / wave number along E: {cross_lab_imag:.5f} c")
print(f"drift-frame transverse characteristic speed: {cross_speed:.5f} c")
print(f"field unit m^2c^2/(e hbar) for electron mass: {B_unit:.4e} T")
print(f"critical field for electron mass and charge magnitude: {1.5 * B_unit:.4e} T")
print("no test failed")
```

Running it gives:

```
Natural units, m = 1; fields eE, eB in m^2, speeds in c, energies in m
largest relative error, 16x16 determinant: 5.1e-15
largest relative error, determinant with constraint: 3.1e-15
subcritical eB = 0.9 m^2, b = 0.60
speed at 30 degrees from B: 1.06800 c
speed at 60 degrees from B: 1.19242 c
speed at 90 degrees from B: 1.25000 c
determinant of psi_0 coefficient at this field: 0.4096
pure electric field eE = 0.9 m^2, transverse speed: 1.16619 c
parallel eE = eB = 0.9 m^2, transverse speed: 1.45774 c
supercritical eB = 1.8 m^2, b = 1.20
growth rate / transverse wave number: 1.50756 c
E^8 coefficient / free value at eB = 0.9 m^2: 0.4096
E^8 coefficient / free value at eB = 1.5 m^2: 0.0000
E^8 coefficient / free value at eB = 1.8 m^2: 0.1936
eB = 0.9, N = 1e+02: positive E/sqrt(2NeB) = 0.99237 0.99626 1.19677 1.33263
eB = 0.9, N = 1e+05: positive E/sqrt(2NeB) = 0.99999 0.99999 1.24780 1.25222
eB = 0.9, N = 1e+08: positive E/sqrt(2NeB) = 1.00000 1.00000 1.24993 1.25007
eB = 1.8, N = 1e+02: largest Im E = 28.576 m, ratio to sqrt(2NeB) = 1.50609
eB = 1.8, N = 1e+05: largest Im E = 904.53 m, ratio to sqrt(2NeB) = 1.50756
eB = 1.8, N = 1e+08: largest Im E = 28604 m, ratio to sqrt(2NeB) = 1.50756
Landau speed at 30 degrees, N = 1e+08: 1.06802 c
test block: N = 5, |p_z| = 0.7 m, eB = 0.9 m^2
largest norm of gamma.psi, unit-norm coefficient vector: 0.5889
largest constraint residual: 4.1e-14
largest reduced-equation residual: 1.7e-13 m
crossed fields eE = 1.6 m^2, eB = 2.0 m^2
drift-frame speed: 0.80 c, eB there: 1.20 m^2
lab-frame growth rate / wave number along E: 1.13389 c
drift-frame transverse characteristic speed: 1.66667 c
field unit m^2c^2/(e hbar) for electron mass: 4.4140e+09 T
critical field for electron mass and charge magnitude: 6.6210e+09 T
no test failed
```
